Nonlocal skin effect in a plasma slab and its Drude limit

**Result**

A uniform plasma fills 0 < x < L. A coil at x = 0 imposes the tangential magnetic amplitude H₀, and a perfect conductor closes the slab at x = L. For Maxwellian electrons that reflect specularly at both walls, the surface impedance Z = E(0)/H₀ is

Z = −iωμ₀ [G(0) − G(L)²/G(0)],

G(x) = (1/L) Σₙ cos(qₙx)/Dₙ,  n = 0, ±1, ±2, …

Dₙ = qₙ² − k₀² − iωμ₀σ(qₙ),  qₙ = nπ/L,  k₀ = ω/c.

The absorbed power per area is ½H₀² Re Z, with H₀ real. At fixed collision rate ν > 0, cooling the electrons brings Z to the Drude value

Z_D = −iωμ₀ tanh(κL)/κ.

One condition has to be added. A nearly local field does not guarantee Drude absorption: at small ν, the absorption that survives without collisions must also be small compared with the Drude absorption.

**Why a local current law is not enough**

Fields vary as exp(−iωt), E points along y, and equations are in SI units. Let n_e be the electron density, m the electron mass, T the temperature and f₀ the isotropic Maxwellian. Ions are immobile and the response is linear. The rf magnetic force then drops out, because (v×B)·∂f₀/∂v = 0 for isotropic f₀. Collisions are modelled by a loss term −νf₁ in the rate of change of the perturbation f₁. Write f₁ = (e/m)(∂f₀/∂v_y)u, with v = v_x. The kinetic equation becomes

(γ + v ∂/∂x) u = E,  γ = ν − iω = −iΩ,  Ω = ω + iν.

The current is j = −e∫v_y f₁ d³v. Integration by parts over v_y gives

j = ε₀ωp² ∫ g(v) u dv,  ωp² = n_e e²/(ε₀m),

where g(v) = exp(−v²/vt²)/(√π vt) and vt = √(2k_BT/m).

The Drude law drops v∂u/∂x and sets u = E/γ. That fails when an electron crosses a region of changing E within the time 1/|Ω|. The current at x then contains momentum gained elsewhere, so no local coefficient can supply it.

Fourier modes turn the derivative into a number, but the walls must permit them. Specular reflection means u(0,v) = u(0,−v), and likewise at L. For x > 0 define E(−x) = E(x) and u(−x,v) = u(x,−v). Reversing both x and v leaves v∂/∂x unchanged, so the extended functions satisfy the same equation. The wall conditions make u continuous at 0 and L, and the extension has period 2L. Cosine modes therefore decouple. Diffuse reflection would couple them.

For a mode exp(iqx), u = E/(γ + iqv), hence

σ(q) = ε₀ωp² ∫ g(v) dv/(γ + iqv).

With s = v/vt and ζ = Ω/(q vt), the denominator is iq vt(s − ζ). For Im ζ > 0,

(1/√π) ∫ exp(−s²) ds/(s − ζ) = i√π w(ζ),

where w is the Faddeeva function. Dividing by iq vt gives, for q > 0,

σ(q) = ε₀ωp² √π w(ζ)/(q vt),  σ(0) = σ₀ = ε₀ωp²/(ν − iω).

Since g is even, σ(−q) = σ(q), and a cosine field drives a cosine current. Also γ + iqv = ν + i(qv − ω), so

Re σ(q) = ε₀ωp² ∫ g ν dv/[ν² + (qv − ω)²] > 0.

As ν → 0 the integrand concentrates at v = ω/q. These electrons stay in phase with the mode and absorb energy without collisions.

**First failure: the source disappears**

Faraday's and Ampère's laws read E′ = iωμ₀H and −H′ = j − iωε₀E. Eliminating H gives

E″ + k₀²E + iωμ₀j = 0.

The naive step inserts a cosine series and differentiates it term by term. Every cosine has zero slope at both walls, so this yields DₙEₙ = 0 and no field at all. The true field has slope iωμ₀H₀ at the coil, its even extension has a kink there, and the series may not be differentiated twice term by term.

The cure is to project the equation instead. Let eₙ = ∫E cos(qₙx)dx over the slab. Two integrations by parts give

∫E″cos(qₙx)dx = [E′cos(qₙx)] + qₙ[E sin(qₙx)] − qₙ²eₙ = (−1)ⁿE′(L) − E′(0) − qₙ²eₙ,

because the sine vanishes at both ends. Adding k₀²eₙ + iωμ₀σ(qₙ)eₙ and setting the sum to zero,

eₙ = [(−1)ⁿE′(L) − E′(0)]/Dₙ.

The cosine series is E = (1/L)Σₙ eₙcos(qₙx) over all integers. Since (−1)ⁿcos(qₙx) = cos[qₙ(L−x)],

E(x) = −E′(0)G(x) + E′(L)G(L−x).

The conductor requires E(L) = 0, so E′(L) = E′(0)G(L)/G(0). Then

E(0) = −E′(0)[G(0) − G(L)²/G(0)],

and E′(0) = iωμ₀H₀ gives the stated Z. No division by zero occurs: Re σ > 0 makes Im Dₙ < 0, so every term of G(0) has positive imaginary part.

**Second failure: slow convergence at the coil**

At large n, Dₙ ≈ qₙ². Stopping G(0) at |n| = N omits about

(2/L) Σ_{n>N} L²/(π²n²) ≈ 2L/(π²N).

The 1/n² tail comes from the kink, which the local problem shares. Define

κp² = −iωμ₀σ₀ = ωωp²/(c²Ω),  κ² = κp² − k₀²,  Re κ > 0.

The local denominators are qₙ² + κ². Their sum is the function with G″ = κ²G, G′(0) = −1 and G′(L) = 0, as projection of that problem confirms:

G_loc(x) = cosh[κ(L−x)]/(κ sinh κL).

The working formula is therefore

G(x) = G_loc(x) + (1/L) Σₙ cos(qₙx)[1/Dₙ − 1/(qₙ² + κ²)].

With S(q) = σ(q)/σ₀, we have Dₙ − (qₙ² + κ²) = κp²(S − 1). At large q, S tends to zero and the bracket tends to κp²/q⁴. The omitted part of G(0) is now about

(2/L)κp²(L/π)⁴/(3N³) = 2κp²L³/(3π⁴N³).

This estimate needs q_N well above both |κ| and |Ω|/vt. In the 3 mTorr example below, the error relative to G(0) at N = 200 is 4.9×10⁻³ for the plain sum and 9.2×10⁻⁸ for the accelerated one. At N = 400 the values are 2.4×10⁻³ and 1.2×10⁻⁸, showing the factors 2 and 8.

**Where the power goes**

The flux along x is ½Re(EH*). Differentiating it and inserting the two field laws leaves −½Re(jE*), because the field-energy terms are imaginary. As E(L) = 0, integration gives

½H₀² Re Z = ½Re ∫ jE* dx = (1/2L) Σₙ Re σ(qₙ)|eₙ|².

The last form follows from orthogonality of the cosines and is positive. The local density ½Re(jE*) need not be: electrons can carry momentum into a region where it opposes the electric force on them, and return energy there. In the Drude model the density is ½Re σ₀|E|², which is never negative.

**Third failure: the Taylor series loses the collisionless heat**

To recover the cold limit, divide σ by σ₀. Since iqv/γ = −qv/Ω,

S = ∫ g dv/(1 − qv/Ω) ≈ 1 + aq²,  a = vt²/(2Ω²),

using ⟨v²⟩ = vt²/2. Each 1/Dₙ changes by −κp²aq²/(q² + κ²)². Now

q²/(q² + κ²)² = 1/(q² + κ²) − κ²/(q² + κ²)² = [1 + (κ/2)∂/∂κ] 1/(q² + κ²),

where κp² is held fixed in the derivative. Thus δG = −κp²a[1 + (κ/2)∂/∂κ]G_loc. The combination g = G(0) − G(L)²/G(0), distinct from the velocity distribution g(v), scales linearly when both G values are scaled, and the derivative obeys the chain rule, so the same operator acts on g. Locally,

g = [coth κL − 1/(sinh κL cosh κL)]/κ = tanh(κL)/κ.

Applying the operator gives

δ₂g = −[κp²vt²/(4Ω²)][tanh(κL)/κ + L sech²(κL)].

For a thick slab with ω ≪ ωp, the relative change is −κ²vt²/(4Ω²). It is small when ε = vt|κ|/|Ω| is small.

This is not the whole answer for absorption. As ν → 0, both Z_D and the δ₂ term become purely reactive. The series for S fails at q ≈ |Ω|/vt, where the resonant electrons are numerous. Put r = S − 1 − aq². In that range q ≫ |κ|, so the missing change of 1/Dₙ is −κp²r/q⁴. If L|Ω|/vt ≫ 1, the sum becomes an integral:

δ₃G(0) = −(2κp²/π) ∫₀^∞ r q⁻⁴dq = −(2κp²/π)(vt/Ω)³J,

J = ∫ ζ²[S − 1 − 1/(2ζ²)]dζ,

taken outward from 0 along the ray of Ω. Here q⁻⁴dq = −(vt/Ω)³ζ²dζ, and the minus sign reverses the direction of integration. The integrand is analytic in the upper half-plane and falls as ζ⁻², so the ray may be turned within the first quadrant. On the imaginary axis S is real and ζ²dζ imaginary, so J is imaginary. On the real axis Im S = −√π ζ exp(−ζ²), hence

J = −i√π ∫₀^∞ ζ³exp(−ζ²)dζ = −i√π/2.

Therefore δ₃G(0) = iκp²vt³/(√πΩ³). In G(L) the factor (−1)ⁿ cancels neighbouring terms of this slowly varying summand, so its contribution is negligible under the same condition. Varying g with respect to G(0) gives the factor 1 + G(L)²/G(0)² = 1 + sech²(κL), and

δ₃g = i[κp²vt³/(√πΩ³)][1 + sech²(κL)].

Since E′(L)/E′(0) = sech(κL) locally, each wall contributes with the square of its field slope.

Two cold tests used a 2 cm slab at 13.56 MHz and density 10¹¹ cm⁻³. With ν = 10⁷ s⁻¹, reducing T from 0.003 to 0.00075 eV halves vt. The remainder of Z fell by 7.96 with δ₂ included and by 15.94 with δ₃ as well, close to the factors 8 and 16 of vt³ and vt⁴ remainders. With ν = 10⁻⁹ω and T = 0.003 eV, the computed resistance was 0.998 of the collisionless formula

R_free = [μ₀ωp²vt³/(√πc²ω²)][1 + sech²(κL)].

**Two conditions for Drude absorption**

Take a thick slab with ν ≪ ω ≪ ωp. Then 1/κ ≈ (c/ωp)(1 + iν/2ω), and Z_D = −iωμ₀/κ has resistance

R_D ≈ μ₀cν/(2ωp).

Dividing R_free by R_D gives

R_free/R_D = ν×/ν,  ν× = (2/√π)(ωp vt/c)³/ω².

In this regime Drude absorption requires both ε ≪ 1 and ν ≫ ν×. The second condition is the stricter one: since ν×/ω = 2ε³/√π, the ordering ν× ≪ ν ≪ ω already makes ε³ small. This orders the conditions, not the sizes of the corrections: the excess ν×/ν outweighs the second-order excess 5ε²/4 found below only when ε exceeds about ν/ω. At fixed ν, cooling eventually satisfies both. At fixed vt, removing collisions violates the second.

A case at 60 MHz and 1 mTorr, with the other settings of the example below, shows the difference. There ε = 0.162 and |Z| is within 0.6% of its Drude value, yet the resistance is 0.0519 Ω against 0.0340 Ω, a ratio of 1.53. With ν = 3.22×10⁶ s⁻¹ and ν× = 1.81×10⁶ s⁻¹, the third-order term predicts an excess of 0.56. The second-order term adds a little: it contributes iωμ₀κp²vt²/(4Ω²κ) to Z, which varies as Ω^(−5/2). Its real part relative to R_D is 5ε²/4 = 0.03. The sum gives 1.60, about 5% above the full ratio.

**Example: a low-pressure argon discharge**

The parameters are rough typical values for an inductive source: density 10¹¹ cm⁻³, T = 3 eV, 13.56 MHz, 3 mTorr of argon at 300 K, and an 8 cm gap. A round momentum-transfer rate coefficient of 10⁻⁷ cm³/s gives ν = 9.66×10⁶ s⁻¹, against ω = 8.52×10⁷ s⁻¹. The field scale is c/ωp = 1.68 cm, and an electron travels vt/|Ω| = 1.20 cm in its response time. With |κ| = 0.593 cm⁻¹,

ε = 1.198 × 0.593 = 0.71.

The transit is not negligible. The two impedances are

Z = 0.209 − 1.761i Ω,  Z_D = 0.102 − 1.802i Ω.

The reactance changes by about 2%, while the resistance doubles. For H₀ = 1 A/cm = 100 A/m,

P = ½ × (100 A/m)² × 0.2087 Ω = 1043 W/m² = 0.104 W/cm²,

against 0.051 W/cm² for Drude. The integral of ½Re(jE*) also gives 0.104 W/cm². The power density is 176 mW/cm³ at the coil and reaches −6.6 mW/cm³ at x = 2.5 cm, where electrons return energy to the field.

Two tests avoid the cosine modes in the response. A real-space solution of the kinetic and field equations, extrapolated from 100 and 200 cells, gives the same Z to the printed digits. Integrating the acceleration along reflected orbits reproduces the current at 0.5, 2 and 7 cm within 1.8×10⁻⁴ of the largest current amplitude.

Changing pressure alone, with density, temperature, frequency and gap fixed, gives:

1 mTorr: ε = 0.717, R/R_D = 4.19
3 mTorr: ε = 0.711, R/R_D = 2.05
10 mTorr: ε = 0.649, R/R_D = 1.27
30 mTorr: ε = 0.386, R/R_D = 1.04
100 mTorr: ε = 0.093, R/R_D = 1.00035

At 0.01 mTorr the Drude resistance is 0.0003 Ω, but 0.108 Ω remains. This point is the nearly collisionless limit of the model rather than a real discharge: the electron density is about 0.3 of the gas density, and electron–ion collisions, omitted here, would be about twenty times more frequent than electron–neutral ones. The cold formula for R_free would give about 0.375 Ω, since ε = 0.72 lies outside its range; the full sum is needed there.

At 1000 mTorr the ratio is 0.99998, yet R has fallen to 1.60 Ω from 2.24 Ω at 100 mTorr. The Drude model explains this second limit. For |κ|L < 1, tanh(κL)/κ ≈ L − κ²L³/3, and for ν ≫ ω, κ² ≈ −iωωp²/(c²ν). Hence

R_D ≈ μ₀ω²ωp²L³/(3c²ν).

The slab has become partly transparent, and more collisions now reduce the current. The formula gives 1.71 Ω, 7% high because |κ|L is still 0.77.

**What a real source changes**

The 3 mTorr case lies in the low-pressure part of the scan, where nonlocality matters most. Real sources have nonuniform density, and the collision rate of argon depends strongly on electron energy. As crude measures with all else fixed, halving the uniform density raises R by 10%, and doubling ν raises it by 46%. Of the changes tried here, doubling ν has the largest effect. The energy dependence itself is not included. For ν ≪ ω the local conductivity averages ν over the Maxwellian with an extra weight of squared speed. A rate that rises with electron energy, at the same plain Maxwellian mean, then raises the local resistance; for a rate proportional to speed cubed the weighted average is twice the plain mean. The factor of two over Drude at 3 mTorr therefore belongs to the constant-ν model and depends on which average ν stands for. For ν well above ω the average of 1/ν enters instead, and the change can have either sign. A finite chamber radius of 15 cm, represented by the single wavenumber 3.83/(15 cm) along the walls (first zero of J₁), lowers R by 5%. Electron–ion collisions would add 7% to ν at 3 mTorr and about 20% at 1 mTorr, which lowers the 1 mTorr ratios quoted above, including the 60 MHz one. The Debye length, 0.04 mm, is far below the field scale, which supports treating the sheaths as thin reflecting walls.

Linearity is less secure. At the coil the rf cyclotron frequency is 0.26ω, and the local estimate e|E|/(m|Ω|) of the electron oscillation speed is 0.35vt. These ratios show that nonlinear forces are not negligible, but they do not give the resulting error in R. A non-Maxwellian distribution would also change the number of resonant electrons, an effect not sized here. The density is prescribed, not obtained from a power balance, so 0.104 W/cm² is the absorption at the stated coil field and not a predicted operating point. The numerical output lists the remaining values.

Computed results

```
electron density 1.00e+11 cm^-3, temperature 3.0 eV
frequency 13.56 MHz, gap 8.0 cm
pressure 3.0 mTorr, gas temperature 300 K
momentum-transfer rate coefficient 1.0e-07 cm^3/s
coil field H0 1.00 A/cm, B0 1.257 G
omega 8.5200e+07 1/s, nu 9.6565e+06 1/s
plasma frequency wp 1.7840e+10 rad/s
thermal speed vt 1.0273e+06 m/s
c/wp 1.680 cm
vt/|Om| 1.198 cm
Drude kappa 0.5922 -0.0335i 1/cm
Z nonlocal 0.2087 -1.7614i ohm
Z Drude    0.1016 -1.8019i ohm
Z real-space grid 0.2087 -1.7614i ohm
absorbed power nonlocal 0.1043 W/cm^2
absorbed power Drude 0.0508 W/cm^2
power from integral of j.E 0.1043 W/cm^2
field amplitude at x=0 1.7737 V/cm
field amplitude at x=2 cm 0.5006 V/cm
power density at x=0 176.432 mW/cm^3
least power density -6.5882 mW/cm^3 at x=2.50 cm
orbit-current largest relative error 1.8e-04
G(0) relative error, N=200: plain 4.87e-03, accelerated 9.21e-08
G(0) relative error, N=400: plain 2.44e-03, accelerated 1.16e-08
remainder ratio on halving vt: after vt^2 7.96, after vt^3 15.94
collisionless resistance, computed/formula 0.99778
scan: p (mTorr), vt|kappa|/|Om|, R nonlocal, R Drude (ohm), ratio
     0.01 0.7175 0.10818 0.00034 318.76994
     1.00 0.7167 0.14218 0.03393 4.19037
     3.00 0.7106 0.20867 0.10165 2.05295
    10.00 0.6492 0.42374 0.33375 1.26966
    30.00 0.3861 0.94495 0.91162 1.03656
   100.00 0.0929 2.23974 2.23896 1.00035
  1000.00 0.0031 1.59886 1.59889 0.99998
60 MHz, 1 mTorr: vt|kappa|/|Om| 0.1621
  |Z| nonlocal/Drude 0.9942
  R nonlocal 0.05185 ohm, R Drude 0.03396 ohm
  R nonlocal/Drude 1.5269, expansion/Drude 1.5966
  nu 3.219e+06 1/s, crossover nu 1.814e+06 1/s
neglected effects in the 3 mTorr example:
  rf cyclotron frequency/omega 0.259
  oscillation speed/vt 0.354
  electron-ion collision rate/nu 0.072
  Debye length 0.0407 mm
  R change, density halved +9.7 %
  R change, nu doubled +45.6 %
  R change, chamber radius 15 cm -4.8 %
```
